# Why stacking identical thermionic barriers leaves the figure of merit unchanged

**What fixes the answer**

A thermoelectric element at temperature $T$ is described in linear response by its conductance per area $G$, its thermal conductance per area at zero current $K$, and its Seebeck magnitude $\alpha$. In terms of volts, amperes per area and kelvins, these four quantities have three independent dimensions. They therefore form one dimensionless group, up to powers of it:

$$ZT=\frac{G\alpha^2T}{K}.$$

Joining $N$ equal elements in series multiplies both the electrical and the thermal resistance by $N$. The Seebeck voltage and the temperature drop also add, so their ratio stays the same. Since $ZT$ contains $G$ and $K$ as a quotient, $N$ cancels.

The argument needs each barrier to act as a separate element. This holds if every metal layer between barriers absorbs all arriving electrons and has one electrochemical potential $\mu$ and one temperature. At first the layers are also taken to have no resistance, and no heat leaves sideways or bypasses the stack.

**One barrier**

Let $\phi$ be the barrier height above $\mu$, and $b=\phi/k_BT$. For one ellipsoidal conduction valley, the current emitted along $x$ contains $v_x\,dk_x=dE_x/\hbar$. The transverse states give $dk_y\,dk_z\to2\pi\sqrt{m_ym_z}\,dE_\perp/\hbar^2$. With two spins and Boltzmann occupation,

$$J=\frac{2e}{(2\pi)^3}\,\frac{2\pi\sqrt{m_ym_z}}{\hbar^3}\,e^{-b}\int_0^\infty\!\!\int_0^\infty e^{-(E_x+E_\perp)/k_BT}\,dE_x\,dE_\perp .$$

The double integral is $(k_BT)^2$. For emission along a cube axis of silicon, two valleys have transverse masses $m_t,m_t$ and four have $m_l,m_t$. Writing the masses in units of the free mass $m_0$ and summing,

$$J_R=A^*T^2e^{-b},\qquad A^*=\frac{em_0k_B^2}{2\pi^2\hbar^3}\left(2m_t+4\sqrt{m_lm_t}\right).$$

Let $u=(E_x+E_\perp)/k_BT$. A given $u$ can be divided between the two energies over a range of length $u$, so the emitted electrons have weight $ue^{-u}$. Their mean energy above the barrier top is $2k_BT$.

The net flow is the difference between two opposed emissions. Changing $\mu$ and $T$ on one side, with the top fixed, changes its emission by

$$\delta J=J_R\left[\frac{\delta\mu}{k_BT}+(b+2)\frac{\delta T}{T}\right].$$

The 2 comes from $T^2$ and the $b$ from the exponential. A small shift of the top changes both emissions equally and cancels to first order.

Let $j$ be the electron flow from hot to cold, expressed as a positive current density, and let $\Delta$ mean hot minus cold. Then

$$j=G\left(\frac{\Delta\mu}{e}+\alpha\Delta T\right),\qquad G=\frac{eJ_R}{k_BT},\qquad \alpha=\frac{k_B}{e}(b+2).$$

The Seebeck coefficient itself is $-\alpha$, because the carriers are electrons.

Measured from $\mu$, the emitted energy flux is $J(\phi+2k_BT)/e$. Its change has one part from $\delta J$ and one from the explicit temperature. Since $(\phi+2k_BT)/e=\alpha T$, adding the phonon conductance $K_{ph}$ gives the heat flux

$$q=\alpha T\,j+K\Delta T,\qquad K=\frac{2k_BJ_R}{e}+K_{ph}.$$

Define $\kappa=eK_{ph}/(k_BJ_R)$. Inserting $G$, $\alpha$ and $K$ into $ZT$, the common factor $k_BJ_R/e$ cancels:

$$ZT=\frac{(b+2)^2}{2+\kappa}.$$

**Why the stack gains nothing**

In steady state each layer passes on all the charge and energy it receives. Heat flux is energy flux minus the part $\mu j/e$, so it changes from barrier to barrier by terms of order $j\Delta\mu/e$. This is Joule heat or electrical work, and it is second order in the drops. To first order every barrier carries the same $j$ and the same $q$.

Equal flows imply equal drops if the response can be inverted. Substituting $j$ into $q$ gives

$$\begin{pmatrix}j\\q\end{pmatrix}=
\begin{pmatrix}G&G\alpha\\ G\alpha T&K+G\alpha^2T\end{pmatrix}
\begin{pmatrix}\Delta\mu/e\\ \Delta T\end{pmatrix}.$$

The determinant is $G(K+G\alpha^2T)-G^2\alpha^2T=GK>0$, so the inverse exists. Each barrier takes $1/N$ of the total drops, and the whole matrix is divided by $N$:

$$G_N=\frac GN,\qquad K_N=\frac KN,\qquad \alpha_N=\alpha,\qquad (ZT)_N=ZT.$$

Physically, charge flows through a chain of resistors $1/G$, driven by differences of $\mu/e+\alpha T$. At zero current, heat flows through a chain of resistors $1/K$, driven by differences of $T$. More barriers obstruct phonons, but absorbed electrons must also be emitted again over every barrier. The electrical loss cancels the thermal gain.

**What changes if electrons are not absorbed**

For this count, keep all barrier tops at one level: small shifts change opposed flows equally and cancel from the net current to first order. Suppose a fraction $p$ of the electrons entering a layer continues over the next barrier. The rest are absorbed and re-emitted equally to both sides. An electron then leaves forward with probability $t=(1+p)/2$ and backward with probability $r=(1-p)/2$.

Let $a_i$ and $c_i$ be the forward and backward currents over barrier $i$, with $a_i-c_i=j$. For the layer after barrier $i$,

$$a_{i+1}=ta_i+rc_{i+1}=ta_i+r(a_{i+1}-j).$$

Since $1-r=t$, this gives $a_i-a_{i+1}=(r/t)j$. The hot end emits $a_1=J_h$ and the cold end emits $c_N=J_c$, so $a_N=J_c+j$. Adding the $N-1$ steps,

$$J_h-J_c=j\left[1+(N-1)\frac{1-p}{1+p}\right].$$

The left side is the flow through one barrier under the same total drops. Hence $\alpha$ is unchanged and $G_N$ is $G$ divided by the bracket. At $p=0$ this is $G/N$. As $p\to1$, $G$ and the electronic part of $K$ keep their one-barrier values while the phonon part falls to $K_{ph}/N$, so

$$(ZT)_N\to\frac{(b+2)^2}{2+\kappa/N}.$$

A stack can therefore gain if electrons cross several barriers in one flight while phonons are impeded at each. This count lets every unabsorbed electron pass the next barrier. If each barrier transmits only a fraction $\tau$, the resistance in the same units is $1/\tau$ for one barrier and $1+N(1-\tau)/\tau+(N-1)(1-p)/(1+p)$ for the stack, so reflection caps the gain. For $\tau=0.36$, $N=10$ and phonon-dominated $K$, the gain is only about 1.5 even as $p\to1$.

Full thermalisation is sufficient for the cancellation, but not necessary. If layers randomise direction while preserving each electron's energy, each energy slice sees $N$ equal resistors in series. Its current is $1/N$ of the one-barrier value, and $ZT$ is again unchanged.

**How large: a silicide and silicon stack**

Take ten barriers of $0.28$ eV at 300 K, each a 10 nm undoped silicon film, separated by 40 nm silicide layers. The masses are $m_l=0.92$ and $m_t=0.19$. Here $k_BT=25.85$ meV, $b=10.83$ and $A^*=246.6$ A/(cm² K²). For one barrier,

$$J_R=246.6\times300^2\,e^{-10.83}\approx439\ \text{A/cm}^2,$$

$$G=\frac{439}{0.02585}\approx1.70\times10^4\ \text{S/cm}^2,\qquad \alpha=0.08617\times12.83\approx1.106\ \text{mV/K}.$$

With 200 MW/(m² K) at each interface and a film conductivity of 10 W/(m K),

$$K_{ph}=\left(\frac{2}{2\times10^8}+\frac{10^{-8}}{10}\right)^{-1}\approx9.09\times10^7\ \text{W/(m}^2\text{ K)},$$

or 9091 W/(cm² K). The electronic part is 0.076 W/(cm² K). Thus $\kappa=2.40\times10^5$ and $ZT=12.83^2/(2.40\times10^5)\approx6.85\times10^{-4}$.

Solving the nonlinear charge and energy balances of all ten barriers for small drops gives $G_N=1698$ S/cm², $K_N=909$ W/(cm² K), the same $\alpha$ and the same $ZT$. Without phonons $ZT$ would be 82, so heat conduction by the lattice makes this a poor thermoelectric device.

**Power, efficiency and linear range**

For an output voltage $V$, electrons climb from hot to cold, so $\Delta\mu/e=-V$ and the power is $P=G_N(\alpha\Delta T-V)V$. Setting $dP/dV=0$ gives $V=\alpha\Delta T/2$ and $j=G_N\alpha\Delta T/2$. Dividing by the heat input, to leading order in $\Delta T$,

$$P=\frac{G\alpha^2\Delta T^2}{4N},\qquad
\eta=\frac{P}{\alpha Tj+K_N\Delta T}=\frac{\Delta T}{T}\,\frac{ZT}{4+2ZT}.$$

For a fixed total drop of 1 K, power falls from 5.19 to 0.519 mW/cm², while the efficiency stays at $5.7\times10^{-7}$. The heat flux through one barrier is about 9.1 kW/cm², which makes a 1 K drop hard to maintain.

The stack does extend the linear range. If the barrier top lies midway in the potential drop, one isothermal barrier carries $j=2J_R\sinh(eV/2k_BT)$. At 50 mV this exceeds the linear current by 16.3%. With the same total voltage across ten barriers, the excess is 0.16%, because for a midway top the leading relative correction varies as the square of the voltage per barrier. The midway top is an idealisation, and both the size and the sign of the departure depend on it. For a flat barrier tilted by the bias the top lies at the higher edge, so $j=J_R(1-e^{-eV/k_BT})$. This is 56% below the linear current at 50 mV and 9% below it at 5 mV per barrier, a correction of first order in the voltage. With image rounding the top moves off centre, and classical emission falls about 15% and 0.3% below linear. In each case ten barriers stay much closer to linear than one.

**How far real stacks depart from the rule**

The parameters are rough values in the regime of a rare-earth silicide, such as ErSi₂, on n-type silicon. Growing ten equal crystalline films is an assumption, and a thin film between two silicides differs from an ordinary thick Schottky contact. Three departures affect the comparison between one barrier and ten:

- **Layer resistance.** For a silicide resistivity of 35 µΩ cm, the Wiedemann–Franz law gives each layer 0.174 of a barrier's thermal resistance; its electrical resistance is negligible. Nine layers raise the stack's thermal resistance by the factor $f=1+0.9\times0.174\approx1.16$. The metal's own Seebeck voltage is negligible, so only the fraction $1/f$ of the temperature drop produces voltage. Both $K_N$ and $\alpha_N$ therefore fall by the factor $f$. Since $ZT\propto\alpha^2/K$, it also falls by $f$, to about 0.86 of the value for one bare barrier. This counts only electronic heat conduction in the silicide; a lattice part of 5 to 10 W/(m K) would give 0.89 to 0.90. (The program prints $f=1.156$ under the label "ZT_N/ZT with layer resistances"; the actual ratio is $1/f$, because $\alpha_N$ falls too.) If barrier plus layer is the repeated cell, the original theorem applies to that cell.
- **Incomplete absorption.** For a rough relaxation length of 10 nm, $p=e^{-4}=0.018$, which raises $ZT$ by about 3% if the barriers do not reflect. At $p=0.5$ the gain would then be a factor of 2.5. With a barrier transmission of 0.36 these become about 1% and a factor of 1.28.
- **Unequal barriers.** Pairing 0.28 eV with 0.34 eV gives $ZT=1.46\times10^{-4}$, against $6.85\times10^{-4}$ and $0.94\times10^{-4}$ for the single barriers. The higher barrier dominates the electrical resistance, while both contribute almost equally to the thermal resistance.

Other effects change each barrier alike, and so, with fully absorbing layers, alter $ZT$ without making it depend on $N$. Quantum reflection at sharp faces is the largest estimated here: evaluated at one typical electron speed, it multiplies $G$ by roughly a third (0.36), and $ZT$ by about the same factor if its energy dependence is ignored. Image lowering of 8.5 meV raises emission by a factor of 1.39. Scattering in the silicon multiplies $G$ by 0.87, and tunnelling through a rectangular barrier would add about 4.5% to the emission current for the lighter mass, if reflection at the faces is ignored. Image lowering also narrows the barrier near its top, which raises this share to about 19% in the same estimate. These factors do not simply multiply, because the image potential rounds the faces and weakens the reflection. Solving the wave equation through the rounded barrier, with the same electron speed of $10^6$ m/s in the metal, gives a combined factor of about 0.7 on $G$ for reflection, lowering and tunnelling, against $0.36\times1.39\approx0.5$.

Degeneracy and holes are negligible. The Debye length of 175 nm supports the flat-barrier approximation. At 50 mV on one barrier the field is 0.05 MV/cm, and an electron gains far too little energy for impact ionisation.

Temperature matters more. With the other parameters held fixed, $ZT$ rises to 0.011 at 400 K. Near 300 K, emission changes by $(b+2)/T\approx4.3\%$ per kelvin, so barriers in a stack spanning tens of kelvins are no longer equal.

**What to do about it**

Do not add fully absorbing barriers to raise the $ZT$ of the stack itself. Improve the individual barrier instead: in this phonon-dominated case $ZT\approx(b+2)^2/\kappa$, so lower $K_{ph}$ or higher emission helps. At fixed $T$ and $K_{ph}$, $J_R\propto e^{-b}$ makes $ZT\propto(b+2)^2e^{-b}$, whose logarithm has the derivative $-b/(b+2)$ with respect to $b$. So $ZT$ increases as $b$ falls, as long as phonons still dominate and $b$ is large enough for Boltzmann occupation.

Stacking is useful for thermal matching. Let the heat sinks have total thermal resistance $R_s$ per unit area, and let $\Delta T_s$ be the fixed temperature difference across sinks and stack. For small $ZT$, Peltier heat is negligible and the stack receives $\Delta T=\Delta T_s(N/K)/(N/K+R_s)$. Then

$$P=\frac{G\alpha^2\Delta T_s^2}{4K^2}\,\frac{N}{(N/K+R_s)^2}.$$

Setting the derivative with respect to $N$ to zero gives $N/K+R_s=2N/K$, or $N=KR_s$. Under these conditions, add barriers until the stack's thermal resistance matches that of the sinks. The extra power comes from the larger temperature drop across the stack, at unchanged $ZT$ of the stack. The value seen across sinks and stack together is $ZT/(1+KR_s/N)$, which does rise with $N$ towards the one-barrier $ZT$. For the barriers above, even good sinks with $R_s=0.1$ cm² K/W would call for about 900 of them (about 775 with the layer resistance included), far more than could readily be grown as crystalline films. A ten-barrier stack therefore stays well short of matching, where its power grows almost in proportion to $N$. The material parameters behind the numerical estimates are set near the top of the program.

## Numbers as computed

```
temperature 300 K, barrier 0.28 eV, N = 10
silicon 10 nm, silicide layer 40 nm
masses m_l 0.92, m_t 0.19 (free mass)
film conductivity 10 W/(m K)
interface conductance 200 MW/(m2 K) each
kB T = 25.85 meV, b = 10.831
Richardson constant A* = 246.6 A/(cm2 K2)
emission J_R = 439.0 A/cm2
k-space mean and variance of u: 2.0000, 2.0000
electron part of K, one barrier: 0.0757 W/(cm2 K)
phonon part of K, one barrier: 9090.9 W/(cm2 K)
kappa = 2.403e+05
G, 1 barrier: 16983.1 S/cm2
G, 10 barriers: 1698.3 S/cm2
alpha, 1 and 10: 1.1057, 1.1057 mV/K
K, 1 barrier: 9091.0 W/(cm2 K)
K, 10 barriers: 909.1 W/(cm2 K)
ZT, 1 and 10: 6.8515e-04, 6.8515e-04
ZT without phonons, 10 barriers: 82.32
ZT of single 0.34 eV barrier: 9.381e-05
ZT of unequal pair 0.28/0.34 eV: 1.457e-04
total drop 1 K, load voltage 0.5528 mV
max power, 1 and 10: 5.1906, 0.5190 mW/cm2
efficiency there, 1 and 10: 5.708e-07, 5.707e-07
heat flux at 1 K, 1 barrier: 9.094 kW/cm2
current excess over linear at 50 mV, 1: 16.33 %
same, 10 barriers: 0.157 %
p = 0.5: G_N/G = 0.2500, ZT_N/ZT = 2.500
p -> 1: G_N/G = 1.0000, ZT_N/ZT = 9.999
relaxation length 10 nm: p = 0.0183
ZT_N/ZT at that p: 1.0335
layer/barrier thermal resistance: 0.174
layer/barrier electrical resistance: 2.38e-06
ZT_N/ZT with layer resistances: 1.156
tunnelling / emission current: 4.46 %
image lowering at mid-barrier: 8.53 meV
emission factor from image lowering: 1.391
degeneracy correction to emission: 4.94e-06
quantum reflection, factor on G: 0.36
backscattering length in silicon: 68 nm
scattering in barrier, factor on G: 0.87
Debye length in barrier: 175 nm
hole / electron emission: 3.9e-10
field at 50 mV on one barrier: 0.050 MV/cm
ZT at 400 K, same parameters: 1.137e-02
```
